What a Spectroscopic Titration of a Weak Adduct Can Determine

An acceptor A and a donor D form a one-to-one adduct AD in solution, A + D ⇌ AD, with association constant K. The total acceptor concentration a is held fixed while the total donor concentration d is raised from one solution to the next. The absorbance is read at one wavelength in a cell of 1 cm path. From it one subtracts the absorbance that the same total concentrations a and d would show if no adduct formed. What remains is the signal

y = Δ x,

where x = [AD] and Δ is the molar absorptivity of the adduct minus that of the free acceptor and donor it consumed. Both K and Δ are unknown. Concentrations are in mol/L, K in L/mol and Δ in L/(mol cm); the 1 cm path is absorbed into Δ when y is written as a pure number. Activities are taken as concentrations. Two abbreviations are used throughout: the bound fraction of the acceptor, θ = x/a, with largest value θmax in the series, and the product P = KΔ.

**(a) Find the signal for any K, a and d. Then find which combination of K and Δ it contains when θ is small.**

Mass action with [A] = a − x and [D] = d − x reads

x = K(a − x)(d − x).

Multiplying out gives a quadratic equation,

K x² − S x + K a d = 0, S = 1 + K(a + d).

The function K(a − x)(d − x) − x is positive at x = 0, negative at the smaller of a and d, and positive again at large x. The physical root, which cannot exceed a or d, is therefore the smaller one:

x = [S − √(S² − 4K²ad)]/(2K).

Multiplying numerator and denominator by S + √(S² − 4K²ad) turns the numerator into 4K²ad, so that

x = 2Kad/[S + √(S² − 4K²ad)],
y = P · 2ad/[S + √(S² − 4K²ad)].

The second line uses ΔK = P. In this form K = 0 at fixed P is a regular point, where S = 1 and y = Pad.

To see the effect of small θ without expanding the root, write a − x = a(1 − θ) in the mass-action law:

x = Ka(1 − θ)(d − x).

Collecting x on the left gives

x = (1 − θ)Kad/[1 + (1 − θ)Ka].

Compare this with the straight line Kad/(1 + Ka). The ratio of the two is

(1 − θ)(1 + Ka)/[1 + (1 − θ)Ka].

Its numerator equals [1 + (1 − θ)Ka] − θ, hence

y = Q a d {1 − θ/[1 + (1 − θ)Ka]}, Q = KΔ/(1 + Ka).

No approximation has been made. The term subtracted in the braces lies between 0 and θ. If θ ≤ θmax at every point, the data follow a straight line through the origin to within a fraction θmax of that line, and the slope of the line is Qa. Two pairs (K, Δ) with the same Q, both with bound fractions below θmax, give signals that differ by no more than this fraction.

**(b) When is Q the product KΔ? Is it enough that little acceptor is bound?**

The relative difference between the two is

(P − Q)/P = Ka/(1 + Ka),

so Q is the product if Ka ≪ 1. Small θ does not guarantee this. From mass action, θ/(1 − θ) = K[D]. Small θ therefore means that K[D] is small, and it says nothing about K[A]. Since x cannot exceed d, θ is also small whenever the donor is scarce, however strong the binding.

Take K = 10⁴ L/mol, a = 0.001 mol/L and Δ = 1000 L/(mol cm), with donor up to 5 × 10⁻⁵ mol/L. Then Ka = 10, and at most 4.5 % of the acceptor is bound. Doubling K and halving Δ leaves the product unchanged, yet the signal falls to 0.525 of its former value at the last point, close to the ratio (1 + 10)/(1 + 20) = 0.524 of the two values of Q. Doubling K and adjusting Δ so that Q is unchanged alters the signal by at most 0.19 %. In the limit Ka ≫ 1, with θ still small, one has Q → Δ/a and y → Δd: nearly every donor molecule is bound, and the titration measures Δ alone.

The claim that the product is what is measured thus needs two conditions, θ ≪ 1 and Ka ≪ 1. The second is the sense in which the adduct must be weak.

**(c) The signal is not perfectly straight, and its curvature contains K. By what fraction does y change when K changes at fixed P?**

Take the logarithm of the mass-action law,

ln x = ln K + ln(a − x) + ln(d − x),

and differentiate at fixed a and d. With dx = x d ln x,

d ln x · [1 + x/(a − x) + x/(d − x)] = d ln K.

Mass action gives x/(a − x) = K[D] and x/(d − x) = K[A]. Defining s = K([A] + [D]),

∂ln x/∂ln K = 1/(1 + s).

The signal is y = (P/K)x, so ln y = ln P − ln K + ln x. At fixed P,

∂ln y/∂ln K = −1 + 1/(1 + s) = −g, g = s/(1 + s),

while at fixed K, ∂ln y/∂ln P = 1. A change of P rescales all points by a common factor. A small relative increase of K lowers each point by a fraction equal to g times that increase, with its own g. If g were the same at all points, the two changes could not be told apart.

**(d) Each reading carries independent Gaussian noise of the same standard deviation σ. How well can K be determined, compared with the amplitude of the signal?**

For small errors the model is linear in the parameters. Part (c) gives the change of reading i as

δy_i = y_i δln P − y_i g_i δln K.

For a linear model with matrix of derivatives J, least squares returns the parameter errors (JᵀJ)⁻¹Jᵀε, where ε is the list of noise values. Their covariance is σ²(JᵀJ)⁻¹. Here the two columns of J are y_i and −y_i g_i, and

JᵀJ = [[Σy², −Σy²g], [−Σy²g, Σy²g²]].

The lower diagonal element of the inverse is Σy² divided by the determinant:

var(ln K) = σ² Σy²/[Σy² Σy²g² − (Σy²g)²] = σ²/Σy²(g − ḡ)²,

with the weighted mean ḡ = Σy²g/Σy². The last form follows because Σy²(g − ḡ)² = Σy²g² − (Σy²g)²/Σy². Information on K comes from the spread of g among the points.

This spread is limited by θ. When d → 0, s → Ka and g → g0 = Ka/(1 + Ka). To compare g with g0, put t = K[D] = θ/(1 − θ) and K[A] = Ka(1 − θ). Then

s − Ka = t − Kaθ,
g − g0 = (s − Ka)/[(1 + s)(1 + Ka)].

If s ≥ Ka, the numerator is at most t, and the denominator is at least 1 + t because s ≥ t. Hence g − g0 ≤ t/(1 + t) = θ. If s < Ka, then Ka − s ≤ Kaθ, and g0 − g ≤ θKa/(1 + Ka) < θ. In both cases |g − g0| ≤ θ.

The weighted mean ḡ is the constant that makes Σy²(g − constant)² smallest, so replacing it by g0 cannot reduce the sum:

Σy²(g − ḡ)² ≤ Σy²(g − g0)² ≤ θmax² Σy².

Therefore

sd(ln K) ≥ (1/θmax) · σ/√(Σy²).

The factor σ/√(Σy²) is the relative error of the amplitude when the shape of the curve is known. The relative error of K is larger than this by a factor of at least 1/θmax. The bound holds for any K and any choice of donor concentrations at fixed a, within linearized errors and without outside knowledge of K or Δ.

Could varying a as well rescue K? By part (a), 1/Q = 1/(KΔ) + a/Δ, so slopes taken at several values of a separate K from Δ if Ka is not small. In the weak regime they do not help much. There g ≤ s = K([A] + [D]) is small at every point, and comparing ḡ with the constant 0 gives sd(ln K) ≥ (1/gmax) σ/√(Σy²), where gmax is the largest g.

**(e) In the weak regime with donor in excess, find the errors of K, P and Δ for N points spread evenly up to a largest concentration dm.**

Since x/(d − x) = K[A] ≤ Ka ≪ 1, the free donor is nearly d. Mass action becomes x = K(a − x)d, so

y = Pad/(1 + Kd) ≈ Pa(d − Kd²).

With u = d/dm, b = Pa dm and κ = K dm, this is y ≈ bu − cu², where c = bκ. For many evenly spread points, Σu² ≈ N/3, Σu³ ≈ N/4 and Σu⁴ ≈ N/5. The derivatives with respect to b and c are u and −u², so

JᵀJ = N[[1/3, −1/4], [−1/4, 1/5]].

The determinant of the bracket is 1/15 − 1/16 = 1/240, and the covariance of (b, c) is

(σ²/N)[[48, 60], [60, 80]].

The product is proportional to b, hence

sd(P)/P = √(48/N) σ/b.

The constant follows from κ = c/b, so δK/K = δc/c − δb/b. The first term is δc/(bκ) and dominates when κ is small:

sd(K)/K ≈ √(80/N) σ/(bκ).

At fixed signal size b, and as long as a ≪ dm, the relative error of P stays finite as κ → 0 and the relative error of K diverges. The condition matters. Since P = Q(1 + Ka), the error of ln P contains Ka times the error of ln K, a term of relative order a/dm. Lowering dm at fixed K and b raises a, and the formula for P fails once a approaches dm: with the K, Δ and σ of part (f) and ten points, dm = 0.005 mol/L and a = 0.02 mol/L give an error of P of 4.1 % instead of about 0.7 %. For κ = 10⁻⁴ and 4000 points, the full covariance gives 47.99 and 79.98 in place of 48 and 80.

Because ln Δ = ln P − ln K, the error of ln Δ is that of ln K with reversed sign, plus the small error of ln P. The correlation between them tends to −1. If K were known, the relative error of P would be σ/√(Σy²) = √(3/N) σ/b, four times smaller than with K free.

It might seem safer to fit a straight line through the origin and ignore K. The least-squares slope is then proportional to

Σuy/Σu² ≈ b − c(1/4)/(1/3) = b(1 − 3κ/4).

The line removes the factor of four in the random error at the price of a slope too low by about 3κ/4.

**(f) Apply this to benzene as donor and iodine as acceptor in an inert solvent. Take K = 0.2 L/mol and Δ = 15000 L/(mol cm) in the near-ultraviolet charge-transfer band, σ = 0.001 and ten evenly spaced points. Compare series 1 (dm = 0.5 mol/L, a = 0.0002 mol/L) with series 2 (dm = 0.05 mol/L, a = 0.002 mol/L).**

The values of K and Δ are rough typical ones for this pair. The product is P = 0.2 × 15000 = 3000 L²/(mol² cm). Both series have Ka below 0.001, so Q and P agree to better than 0.1 %. Both also have

b = 3000 × 0.0002 × 0.5 = 3000 × 0.002 × 0.05 = 0.30.

They differ in κ, which is 0.1 in series 1 and 0.01 in series 2. The largest bound fractions are 0.1/1.1 = 0.091 and 0.01/1.01 = 0.0099, and the largest signals 0.273 and 0.297. The comparison thus changes the bound fraction while the signal stays nearly the same.

For P, part (e) predicts √4.8 × 0.001/0.30 = 0.73 % in both series, or 0.68 % with the actual sums over ten points. In series 2, where a/dm = 0.04, donor depletion raises the full result from 0.69 % to 0.72 %. The full linearized model gives 0.76 % and 0.72 %, and the scatter of 1500 simulated titrations per series, each fitted with the full law of part (a), is 0.73 % in both.

For K, part (e) predicts √8 × 0.001/(0.30 × 0.1) = 9.4 % in series 1 and 94 % in series 2. Using the actual sums over ten points instead of the integrals changes these to 8.4 % and 84 %. The full linearized model gives 10.2 % and 86 %, and the simulated scatter, relative to the true K, is 9.8 % and 87 %. The lower bounds of part (d) are 2.0 % and 17 %. The errors lie about five times higher, as the weak limit predicts: the ratio there is √(80/3) = 5.2.

The linearized error of Δ is 9.5 % in series 1 and 85 % in series 2. The second figure is too large to be read as a standard deviation: Δ = P/K grows without limit as the fitted K approaches zero, so series 2 leaves Δ practically undetermined. There, 12.7 % of the 1500 simulated fits (sampling uncertainty about 0.8 percentage points) return a zero or negative K, although the product is known to better than 1 %.

The same can be seen by fitting noise-free data with a wrong K and a free amplitude. Let χ² be the sum of squared misfits divided by σ².

Series 1:
K = 0: P low by 7.3 %, χ² = 108
K = 0.1 L/mol: P low by 3.6 %, χ² = 25
K = 0.4 L/mol: P high by 7.1 %, χ² = 86

Series 2:
K = 0: P low by 0.8 %, χ² = 1.4
K = 0.1 L/mol: P low by 0.4 %, χ² = 0.3
K = 0.4 L/mol: P high by 0.8 %, χ² = 1.3

In series 2 the largest misfit is about 0.00063, which is below the noise of one reading. A constant of 0.1 L/mol with Δ near 30000 L/(mol cm) and one of 0.4 L/mol with Δ near 7600 L/(mol cm) describe these data about equally well. Series 1 rejects all three rivals. The rows with K = 0 are the straight-line fits of part (e), whose estimate 3κ/4 gives 7.5 % and 0.75 %.

**(g) How would four neglected effects change these numbers, and do they spoil K or P?**

Suppose that some effect multiplies the signal by 1 + ηu, a relative drift η over the series. To first order in η and κ,

bu(1 + ηu)(1 − κu) ≈ b[u − (κ − η)u²].

The initial slope, and with it P, is unchanged. The apparent constant becomes K − η/dm.

*Temperature.* With a rough binding enthalpy H = −6 kJ/mol, warming by 1 K near 298 K changes K by the fraction H × (1 K)/(RT²) = −0.81 %. If this warming builds up evenly over a series and acts on K alone, with thermal expansion and any change of Δ left out, the apparent K should be 0.2 + 0.0081/0.5 = 0.216 L/mol in series 1 and 0.2 + 0.0081/0.05 = 0.36 L/mol in series 2. Full fits give 0.216 and about 0.36 L/mol, with P shifted by less than 0.1 %.

*Medium.* Benzene has a molar volume V of roughly 0.089 L/mol and fills 4.4 % of the solution at the end of series 1, 0.44 % at the end of series 2. Assume, for scale, that the signal rises by a fraction equal to this volume fraction. Then η = V dm, and to first order the apparent K shifts by −V whatever dm is. The fits give 0.105 and 0.110 L/mol, about half the true value. Dilution does not cure this error, because the curvature due to binding and that due to the medium shrink together.

*A second donor.* Let the acceptor have two equal, independent sites with site constant k, each bound donor contributing Δ. The stepwise constants are K = 2k for the first donor and k/2 for the second. With donor in excess,

y = aΔ(2kd + 2k²d²)/(1 + 2kd + k²d²) = aΔ · 2kd(1 + kd)/(1 + kd)² = a(2Δ)kd/(1 + kd).

This has the one-to-one form with constant K/2 and absorptivity change 2Δ. The product is intact, and within this model, as long as the donor stays in large excess, a larger bound fraction would not reveal the second donor. The fits return 0.100 L/mol in both series.

*Donor absorption.* An uncorrected donor absorptivity e adds ed to the signal, a straight line that raises P by e/a. This error attacks the product itself. An error of 1 % in P needs only e = 0.01 × 3000 × 0.0002 = 0.006 L/(mol cm) in series 1, and 0.06 L/(mol cm) in series 2.

Of these four effects as modelled here, with drifts that vanish at d = 0, only the donor background shifts P at first order. A constant offset of 1 K, or the same warming with the solutions read from the most concentrated down, lowers P by about 0.8 %, as much as its random error. In series 1, K is moved most by the medium and by a second donor, each by about half; in series 2 a warming of 1 K moves it more still. The medium needs further comment, because dilution does not remove its effect. The true response to added benzene is not known from this model, but one of the assumed size moves K by half, far more than the 10 % random error of series 1. Raising the bound fraction further is no simple escape. Pure benzene, at about 1/0.089 = 11 mol/L, would bind roughly 70 % of the iodine if K kept its value, but the solvent would then have been replaced altogether. A value of K from such a titration is therefore conditional on a model of the medium. The product rests on the initial slope, and so on the donor background, the concentrations, the temperature and the zero of the absorbance readings. The numerical output lists the remaining figures for both series.

Computed values

```
random series: smallest (error of K)/(lower bound) = 3.28
weak-limit coefficients: K 79.98, P 47.99, P with K known 2.999
strong case: K = 10000 L/mol, a = 0.001 mol/L, K*a = 10
strong case: Delta = 1000 L/(mol cm), largest donor = 5.0e-05 mol/L
strong case: largest bound fraction = 0.0453
strong case: K doubled, same product: signal ratio 0.525
strong case: K doubled, same Q: largest change 0.19 %
K = 0.2 L/mol, Delta = 15000 L/(mol cm), P = 3000 L^2/(mol^2 cm)
noise = 0.001 absorbance, points = 10
T = 298.15 K, rough binding enthalpy = -6 kJ/mol
relative change of K for 1 K warming = -0.81 %
rough molar volume of benzene = 0.0888 L/mol
series 1: donor up to 0.5 mol/L, acceptor 0.0002 mol/L, K*a = 4.0e-05
series 1: largest signal 0.2727, bound fraction 0.0909
series 1: error of K 10.2 %, simulated 9.8 %
series 1: lower bound 2.01 %, weak-limit law 8.4 %
series 1: error of P 0.76 %, simulated 0.73 %
series 1: error of Delta 9.5 %, correlation of ln K, ln Delta -0.99981
series 1: simulated fits with K <= 0: 0.0 %
series 1: rival K = 0.0 L/mol: P ratio 0.9275, misfit 5.517 mAU, chi2 107.86
series 1: rival K = 0.1 L/mol: P ratio 0.9639, misfit 2.677 mAU, chi2 25.43
series 1: rival K = 0.4 L/mol: P ratio 1.0713, misfit 4.920 mAU, chi2 86.44
series 1: 1 K warming: K 0.2163 L/mol, P ratio 1.0000
series 1: medium, signal*(1+V*d): K 0.1046 L/mol, P ratio 0.9990
series 1: AD2, equal sites: K 0.1000 L/mol, P ratio 1.0000
series 1: 1 % donor background: K 0.1977 L/mol, P ratio 1.0100
series 1: benzene volume fraction 4.44 %, 1 % background = 0.0060 L/(mol cm)
series 2: donor up to 0.05 mol/L, acceptor 0.002 mol/L, K*a = 4.0e-04
series 2: largest signal 0.2969, bound fraction 0.0099
series 2: error of K 86.1 %, simulated 86.8 %
series 2: lower bound 17.31 %, weak-limit law 84.3 %
series 2: error of P 0.72 %, simulated 0.73 %
series 2: error of Delta 85.4 %, correlation of ln K, ln Delta -1.00000
series 2: simulated fits with K <= 0: 12.7 %
series 2: rival K = 0.0 L/mol: P ratio 0.9918, misfit 0.632 mAU, chi2 1.37
series 2: rival K = 0.1 L/mol: P ratio 0.9959, misfit 0.315 mAU, chi2 0.34
series 2: rival K = 0.4 L/mol: P ratio 1.0082, misfit 0.623 mAU, chi2 1.33
series 2: 1 K warming: K 0.3636 L/mol, P ratio 1.0003
series 2: medium, signal*(1+V*d): K 0.1104 L/mol, P ratio 0.9998
series 2: AD2, equal sites: K 0.1000 L/mol, P ratio 1.0002
series 2: 1 % donor background: K 0.1980 L/mol, P ratio 1.0100
series 2: benzene volume fraction 0.44 %, 1 % background = 0.0600 L/(mol cm)
error of K, series 2 / series 1 = 8.44
```
